**Zero-field parameter of two dipole-coupled electron spins**

For a triplet of two point spins a distance $r$ apart, $D=-3K/(2r^3)$ with $K=(\mu_0/4\pi)g^2\mu_B^2$, where $g$ is the electron g factor and $\mu_B$ the Bohr magneton. At $r=0.30$ nm the program prints $D/h=-2.8912$ GHz, both from the formula and from diagonalizing the two-spin Hamiltonian. It asserts the dipole energy against a numerical curl of the vector potential, and the level crossing near 0.103 T by diagonalization. The correction for Gaussian clouds is asserted against quadrature of the antisymmetric pair density, and the charge-centre shift of a Slater carbon hybrid against its closed form. For two electrons shared by three equivalent sites, diagonalization confirms that $D$ is minus one half of the pair value, hence positive. The output shows that lobe displacement can double the two-spin estimate, while second-order spin-orbit shifts for the chosen couplings stay near or below 0.02 GHz.

## Check in Python

```python
"""
Result under test: two point electron spins in a triplet, a distance r apart,
have the axial zero-field parameter
    D = -(3/2) K / r^3,   K = (mu0/4 pi) g^2 muB^2,
in H = D (Sz^2 - S(S+1)/3), with z along the line joining the spins.
At r = 0.30 nm, D/h is about -2.9 GHz.
Symbols: g = electron g factor (magnitude), muB = Bohr magneton,
S = total spin, s1 and s2 = single spins, J = isotropic exchange.
Energies are divided by h and given in GHz; lengths are in nm.
The program also sizes cloud spread, lobe shift, three-site geometry
and second-order spin-orbit coupling.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf

h = const.h
muB = const.physical_constants["Bohr magneton"][0]
g = abs(const.physical_constants["electron g factor"][0])
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
K = const.mu_0 / (4 * np.pi) * (g * muB) ** 2 / h * 1e27 / 1e9  # GHz nm^3
gamma = g * muB / h / 1e9  # GHz per tesla


def point_D(r):
    return -1.5 * K / r**3


# Spin operators for two spins one half
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
s1 = [np.kron(p / 2, np.eye(2)) for p in pauli]
s2 = [np.kron(np.eye(2), p / 2) for p in pauli]
Sz = s1[2] + s2[2]
exchange = sum(a @ b for a, b in zip(s1, s2))


def dipole_tensor(separation):
    r = np.linalg.norm(separation)
    n = separation / r
    return K * (np.eye(3) - 3 * np.outer(n, n)) / r**3


def spin_hamiltonian(tensor, J=0.0, field=0.0):
    ham = J * exchange + gamma * field * Sz
    for i in range(3):
        for j in range(3):
            ham = ham + tensor[i, j] * s1[i] @ s2[j]
    return ham


def diagonalized_D(tensor, J=1000.0):
    """E(m=+-1) - E(m=0); positive J puts the singlet lowest."""
    levels, vectors = np.linalg.eigh(spin_hamiltonian(tensor, J))
    m_squared = np.real(np.diag(vectors.conj().T @ Sz @ Sz @ vectors))[1:]
    triplet = levels[1:]
    outer = m_squared > 0.5
    assert outer.sum() == 2
    return triplet[outer].mean() - triplet[~outer][0]


# Dipole energy: numerical curl of the vector potential against the formula
m1, m2 = np.array([0.3, -0.8, 0.5]), np.array([-0.6, 0.2, 0.9])
place = np.array([0.7, 0.4, 1.1])


def vector_potential(x):
    return np.cross(m2, x) / np.linalg.norm(x) ** 3


step = 1e-4
grad = np.array([(vector_potential(place + step * e)
                  - vector_potential(place - step * e)) / (2 * step)
                 for e in np.eye(3)])
curl = np.array([grad[1, 2] - grad[2, 1], grad[2, 0] - grad[0, 2],
                 grad[0, 1] - grad[1, 0]])
dist = np.linalg.norm(place)
unit = place / dist
formula = (m1 @ m2 - 3 * (m1 @ unit) * (m2 @ unit)) / dist**3
assert abs(-m1 @ curl - formula) < 1e-6

# Diagonalization of the two-spin Hamiltonian against the formula for D
r = 0.30
D = point_D(r)
axial = dipole_tensor(np.array([0, 0, r]))
for J in (10.0, 1000.0):
    assert abs(diagonalized_D(axial, J) - D) < 1e-8
levels = np.linalg.eigvalsh(spin_hamiltonian(axial))
assert np.allclose(levels, np.sort([D / 3, D / 3, 0, -2 * D / 3]), atol=1e-10)
tilted = dipole_tensor(r * np.array([2, -1, 2]) / 3)
assert np.allclose(np.linalg.eigvalsh(spin_hamiltonian(tilted)), levels)
assert abs(D + 2.9) < 0.05

# Without flip-flop terms only the diagonal of the product basis remains
diagonal = np.real(np.diag(spin_hamiltonian(axial)))
ising_gap = diagonal[0] - diagonal[1]
assert abs(ising_gap - 2 * D / 3) < 1e-10

# Level crossing in a field along the pair axis
B_cross = abs(D) / gamma
in_field = np.linalg.eigvalsh(spin_hamiltonian(axial, 1000.0, B_cross))[1:]
assert abs(in_field[2] - in_field[1]) < 1e-8
assert in_field[1] - in_field[0] > 1.0


# Finite spherical Gaussian clouds in an antisymmetric pair
def spread_ratio(R, rms):
    x = np.sqrt(0.75) / rms * R
    damp = erf(x) - 2 * x / np.sqrt(np.pi) * np.exp(-x*x) * (1 + 2*x*x/3)
    return damp / (1 - np.exp(-x * x))


def spread_ratio_quadrature(R, rms):
    alpha = 0.75 / rms**2
    t, wt = np.polynomial.legendre.leggauss(400)
    c, wc = np.polynomial.legendre.leggauss(100)
    top = R + 8 / np.sqrt(alpha)
    u, wu = (t[:, None] + 1) * top / 2, wt[:, None] * top / 2
    amplitude = (np.exp(-alpha * (u*u + R*R - 2*u*R*c) / 2)
                 - np.exp(-alpha * (u*u + R*R + 2*u*R*c) / 2))
    weight = wu * wc * amplitude**2
    return (R**3 * np.sum(weight * (3*c*c - 1) / 2 / u)
            / np.sum(weight * u * u))


# Separation of the pair amplitude into centre and relative motion
rng = np.random.default_rng(4)
alpha_test, half = 40.0, np.array([0, 0, r / 2])
for _ in range(10):
    x1, x2 = rng.normal(scale=0.12, size=(2, 3))

    def orbital(x, centre):
        return np.exp(-alpha_test * np.sum((x - centre) ** 2))

    pair = (orbital(x1, half) * orbital(x2, -half)
            - orbital(x1, -half) * orbital(x2, half))
    u, centre = x1 - x2, (x1 + x2) / 2
    relative = (np.exp(-alpha_test * np.sum((u - 2 * half) ** 2) / 2)
                - np.exp(-alpha_test * np.sum((u + 2 * half) ** 2) / 2))
    product = np.exp(-2 * alpha_test * centre @ centre) * relative
    assert np.isclose(pair, product, rtol=1e-9, atol=1e-14)

# Charge centre and spread of a Slater sp3 hybrid of carbon, by quadrature
zeta = 3.25 / 2  # Slater's rule for carbon n = 2, per bohr
t, wt = np.polynomial.legendre.leggauss(200)
c, wc = np.polynomial.legendre.leggauss(20)
rad, wr = (t[:, None] + 1) * 15, wt[:, None] * 15
density = wr * wc * rad**4 * np.exp(-2*zeta*rad) * (0.5 + 1.5*c) ** 2
density = density / density.sum()
shift_bohr = np.sum(density * rad * c)
rms_bohr = np.sqrt(np.sum(density * rad**2) - shift_bohr**2)
assert abs(shift_bohr - 5 / (4 * zeta)) < 1e-8
shift, rms = shift_bohr * bohr_nm, rms_bohr * bohr_nm

# Lobes of vacancy neighbours point to the centre of a tetrahedron
corner_a, corner_b = np.array([1., 1., 1.]), np.array([1., -1., -1.])
to_b = (corner_b - corner_a) / np.linalg.norm(corner_b - corner_a)
cos_lobe = -corner_a @ to_b / np.linalg.norm(corner_a)
r_lobe = r - 2 * shift * cos_lobe

wide = 0.15
for R, width in ((r, rms), (r_lobe, rms), (r, wide)):
    assert abs(spread_ratio(R, width)
               - spread_ratio_quadrature(R, width)) < 1e-6

# Two electrons in the antisymmetric e^2 state on three equivalent sites
ex = np.array([2, -1, -1]) / np.sqrt(6)
ey = np.array([0, 1, -1]) / np.sqrt(2)
pair_amplitude = (np.outer(ex, ey) - np.outer(ey, ex)) / np.sqrt(2)
probability = pair_amplitude**2
pair_probability = probability[0, 1] + probability[1, 0]
assert np.allclose(probability, (np.ones((3, 3)) - np.eye(3)) / 6)


def triangle_D(edge):
    angles = 2 * np.pi * np.arange(3) / 3
    sites = edge / np.sqrt(3) * np.array(
        [np.cos(angles), np.sin(angles), 0 * angles]).T
    tensor = sum(probability[i, j] * dipole_tensor(sites[i] - sites[j])
                 for i in range(3) for j in range(3) if i != j)
    return diagonalized_D(tensor)


edge = 0.25
edge_lobe = edge - 2 * shift * cos_lobe
for length in (r, edge, edge_lobe):
    assert abs(triangle_D(length) + point_D(length) / 2) < 1e-8

# Second-order spin-orbit shift, against a two-level diagonalization
gap_eV = 2.0
gap = gap_eV * const.e / h / 1e9
so_shift = {}
for coupling in (10.0, 100.0):
    lowest = np.linalg.eigvalsh([[0, coupling], [coupling, gap]])[0]
    so_shift[coupling] = coupling**2 / gap
    assert abs(-lowest / so_shift[coupling] - 1) < 1e-4

T = 300.0
D_kelvin = abs(D) * 1e9 * h / const.k
D_ueV = D * 1e9 * h / const.e * 1e6

print(f"g factor (magnitude): {g:.5f}")
print(f"distance r: {r:.2f} nm")
print(f"K/h: {K:.5f} GHz nm^3")
print(f"K/(h r^3): {K / r**3:.4f} GHz")
print(f"D/h, formula: {D:.4f} GHz")
print(f"D/h, diagonalization: {diagonalized_D(axial):.4f} GHz")
print(f"D as energy: {D_ueV:.2f} ueV")
print(f"level m=+-1: {D / 3:.4f} GHz")
print(f"level m=0: {-2 * D / 3:.4f} GHz")
print(f"gap without flip-flop terms: {ising_gap:.4f} GHz")
print(f"g muB/h: {gamma:.3f} GHz/T")
print(f"crossing field along axis: {B_cross:.4f} T")
for length in (0.29, 0.31):
    print(f"D/h at r = {length:.2f} nm: {point_D(length):.3f} GHz")
print(f"Slater exponent of carbon: {zeta:.3f} per bohr")
print(f"hybrid charge-centre shift: {shift:.4f} nm")
print(f"hybrid rms radius about its centre: {rms:.4f} nm")
print(f"spread factor at 0.30 nm, hybrid rms: {spread_ratio(r, rms):.4f}")
print(f"spread factor at 0.30 nm, rms 0.15 nm: {spread_ratio(r, wide):.4f}")
print(f"cosine of lobe to pair line: {cos_lobe:.4f}")
print(f"distance between lobe centres: {r_lobe:.4f} nm")
print(f"D/h, points at lobe centres: {point_D(r_lobe):.3f} GHz")
print(f"spread factor at lobe distance: {spread_ratio(r_lobe, rms):.4f}")
D_lobe = point_D(r_lobe) * spread_ratio(r_lobe, rms)
print(f"D/h, lobe centres with spread: {D_lobe:.3f} GHz")
print(f"ratio to two-point estimate: {D_lobe / D:.3f}")
print(f"probability of each site pair: {pair_probability:.4f}")
print(f"triangle D/h, edge 0.30 nm: {triangle_D(r):+.3f} GHz")
print(f"triangle D/h, edge 0.25 nm: {triangle_D(edge):+.3f} GHz")
print(f"0.25 nm triangle, lobe-centre edge: {edge_lobe:.4f} nm")
print(f"triangle D/h, that edge, points: {triangle_D(edge_lobe):+.3f} GHz")
print(f"spin-orbit gap: {gap_eV:.1f} eV = {gap:.0f} GHz")
for coupling, value in so_shift.items():
    print(f"shift for {coupling:.0f} GHz coupling: {value:.6f} GHz")
print(f"|D|/k: {D_kelvin:.4f} K")
print(f"|D|/(kT) at {T:.0f} K: {D_kelvin / T:.2e}")
print("all tests passed")
```

It prints:

```
g factor (magnitude): 2.00232
distance r: 0.30 nm
K/h: 0.05204 GHz nm^3
K/(h r^3): 1.9274 GHz
D/h, formula: -2.8912 GHz
D/h, diagonalization: -2.8912 GHz
D as energy: -11.96 ueV
level m=+-1: -0.9637 GHz
level m=0: 1.9274 GHz
gap without flip-flop terms: -1.9274 GHz
g muB/h: 28.025 GHz/T
crossing field along axis: 0.1032 T
D/h at r = 0.29 nm: -3.201 GHz
D/h at r = 0.31 nm: -2.620 GHz
Slater exponent of carbon: 1.625 per bohr
hybrid charge-centre shift: 0.0407 nm
hybrid rms radius about its centre: 0.0794 nm
spread factor at 0.30 nm, hybrid rms: 0.9994
spread factor at 0.30 nm, rms 0.15 nm: 0.7301
cosine of lobe to pair line: 0.8165
distance between lobe centres: 0.2335 nm
D/h, points at lobe centres: -6.129 GHz
spread factor at lobe distance: 0.9780
D/h, lobe centres with spread: -5.995 GHz
ratio to two-point estimate: 2.073
probability of each site pair: 0.3333
triangle D/h, edge 0.30 nm: +1.446 GHz
triangle D/h, edge 0.25 nm: +2.498 GHz
0.25 nm triangle, lobe-centre edge: 0.1835 nm
triangle D/h, that edge, points: +6.314 GHz
spin-orbit gap: 2.0 eV = 483598 GHz
shift for 10 GHz coupling: 0.000207 GHz
shift for 100 GHz coupling: 0.020678 GHz
|D|/k: 0.1388 K
|D|/(kT) at 300 K: 4.63e-04
all tests passed
```
